# Toroidal moment of a ferroelectric disk with azimuthal polarization: a program that tests the result

```python
# Result under test: a disk of radius R with polarization P e_phi of constant
# magnitude has toroidal moment per volume
#     g = (1/2V) * integral of r x P dV = (P R / 3) e_z.
# Symbols: P polarization, R radius, h thickness, V volume, rho distance from
# the axis, g toroidal moment per volume. The origin is on the axis, at the
# bottom face. Lengths are in nm, P in uC/cm2, g in nC/m.
# Material values are rough, in the regime of lead zirconate titanate.
import numpy as np
import sympy as sp
from scipy.constants import e as electron_charge

P = 60.0            # uC/cm2
R = 10.0            # nm
h = 4.0             # nm
cell = 0.4          # nm
core = 1.0          # nm
rim = 0.4           # nm, unpolarized layer
pyro = 0.03         # uC/(cm2 K), size of the fall of P with temperature
heating = 50.0      # K
TO_NC_PER_M = 1e-2 * 1e-9 * 1e9   # (uC/cm2)*nm -> nC/m


def disk_points(n_plane, n_height):
    """Centres of equal boxes whose centres lie inside the disk."""
    s = ((np.arange(n_plane) + 0.5) / n_plane * 2 - 1) * R
    z = (np.arange(n_height) + 0.5) / n_height * h
    x, y, z = np.meshgrid(s, s, z, indexing="ij")
    inside = x**2 + y**2 < R**2
    return np.column_stack((x[inside], y[inside], z[inside]))


def vortex(points):
    x, y = points[:, 0], points[:, 1]
    rho = np.hypot(x, y)
    return P * np.column_stack((-y / rho, x / rho, np.zeros_like(x)))


def four_domains(points):
    x, y = points[:, 0], points[:, 1]
    side = np.abs(x) > np.abs(y)
    px = np.where(side, 0.0, -np.sign(y))
    py = np.where(side, np.sign(x), 0.0)
    return P * np.column_stack((px, py, np.zeros_like(x)))


def toroidal(points, field, origin=(0.0, 0.0, 0.0)):
    """Half the volume average of r x P, in nC/m."""
    r = points - np.array(origin)
    return 0.5 * np.cross(r, field).mean(axis=0) * TO_NC_PER_M


# Ideal vortex: definition on a Cartesian grid against the closed form.
g = P * R / 3 * TO_NC_PER_M
pts = disk_points(300, 2)
rho = np.hypot(pts[:, 0], pts[:, 1])
field = vortex(pts)
g_grid = toroidal(pts, field)
# The stepped edge of the grid limits the accuracy to a few parts in 10^4.
assert abs(g_grid[2] / g - 1) < 1e-3
assert np.max(np.abs(g_grid[:2])) < 1e-8

# Mean radius, divergence and curl by symbolic algebra.
q, Rs = sp.symbols("q R", positive=True)
mean_rho = sp.integrate(q * q, (q, 0, Rs)) / sp.integrate(q, (q, 0, Rs))
assert sp.simplify(mean_rho - 2 * Rs / 3) == 0
X, Y = sp.symbols("x y", real=True)
D = sp.sqrt(X**2 + Y**2)
assert sp.simplify(sp.diff(-Y / D, X) + sp.diff(X / D, Y)) == 0
assert sp.simplify(sp.diff(X / D, X) - sp.diff(-Y / D, Y) - 1 / D) == 0
mean_radius = float(mean_rho.subs(Rs, R))
assert abs(rho.mean() / mean_radius - 1) < 1e-3

# Change of origin: harmless for the full disk, not for the half disk.
shift = (3.0, 2.0, 0.0)
g_shift = toroidal(pts, field, shift)
assert np.max(np.abs(g_shift - g_grid)) < 1e-8
half = pts[:, 1] > 0
half_mean_P = field[half].mean(axis=0)
assert abs(half_mean_P[0] + 2 * P / np.pi) < 2e-3 * P
assert abs(half_mean_P[1]) < 1e-8
g_half = toroidal(pts[half], field[half])[2]
g_half_shift = toroidal(pts[half], field[half], shift)[2]
g_half_formula = g - P * shift[1] / np.pi * TO_NC_PER_M
assert abs(g_half / g - 1) < 2e-3
assert abs(g_half_shift / g_half_formula - 1) < 3e-3

# Core with linearly rising magnitude; a wide core makes the test sharp.
wide = 4.0
wide_field = field * np.minimum(rho / wide, 1.0)[:, None]
wide_loss = 1 - toroidal(pts, wide_field)[2] / g_grid[2]
assert abs(wide_loss / (wide**3 / (4 * R**3)) - 1) < 1e-2
core_loss = core**3 / (4 * R**3)

# Unpolarized rim, four domains, and both together.
live = (rho < R - rim)[:, None]
rim_factor = (1 - rim / R)**3
domain_factor = 2 * np.sqrt(2) / np.pi
domains = four_domains(pts)
g_rim = toroidal(pts, field * live)[2]
g_domains = toroidal(pts, domains)[2]
g_both = toroidal(pts, domains * live)[2]
assert abs(g_rim / (g * rim_factor) - 1) < 3e-3
assert abs(g_domains / (g * domain_factor) - 1) < 2e-3
assert abs(g_both / (g * rim_factor * domain_factor) - 1) < 4e-3
assert max(g_rim, g_domains, g_both) < g

# Upper bound: turning P away from e_phi by any smooth angle lowers g.
turn = 0.7 * np.sin(pts[:, 0] / 3) + 0.4 * np.cos(pts[:, 1] / 2)
c, s = np.cos(turn), np.sin(turn)
turned = np.column_stack((c * field[:, 0] - s * field[:, 1],
                          s * field[:, 0] + c * field[:, 1], field[:, 2]))
g_turned = toroidal(pts, turned)[2]
assert g_turned < g_grid[2]

# Bound charge of the four-domain state: none on a wall, some on the rim.
angle = np.pi / 4 + np.array([-1e-6, 1e-6])
near_wall = R / 2 * np.column_stack((np.cos(angle), np.sin(angle), 0 * angle))
wall_normal = np.array([-1.0, 1.0, 0.0]) / np.sqrt(2)
wall_P = np.sum(four_domains(near_wall) * wall_normal, axis=1)
assert abs(wall_P[1] - wall_P[0]) < 1e-9 * P
angle = (np.arange(4000) + 0.5) * 2 * np.pi / 4000
normal = np.column_stack((np.cos(angle), np.sin(angle), 0 * angle))
rim_charge = np.max(np.abs(np.sum(four_domains(R * normal) * normal, axis=1)))
assert abs(rim_charge / (P / np.sqrt(2)) - 1) < 1e-3
assert np.max(np.abs(np.sum(vortex(R * normal) * normal, axis=1))) < 1e-9

# Direct sum over unit-cell dipoles.
cells = disk_points(round(2 * R / cell), round(h / cell))
g_cells = toroidal(cells, vortex(cells))[2]
cell_change = g_cells / g - 1
assert abs(cell_change) < 1e-2

heat_loss = pyro * heating / P
volume = np.pi * R**2 * h
g_e = g * 1e-9 * 1e-9 / electron_charge   # nC/m -> e/nm

print("INPUTS (rough values, lead zirconate titanate regime)")
print(f"polarization P                     {P:.1f} uC/cm2")
print(f"radius R                           {R:.1f} nm")
print(f"thickness h                        {h:.1f} nm")
print(f"unit cell edge                     {cell:.1f} nm")
print(f"core radius                        {core:.1f} nm")
print(f"unpolarized rim                    {rim:.1f} nm")
print(f"pyroelectric coefficient (size)    {pyro:.2f} uC/(cm2 K)")
print(f"temperature rise                   {heating:.0f} K")
print("IDEAL VORTEX")
print(f"mean distance from axis            {mean_radius:.3f} nm")
print(f"g = PR/3                           {g:.3f} nC/m")
print(f"g = PR/3, converted                {g_e:.2f} e/nm")
print(f"g from grid, z component           {g_grid[2]:.4f} nC/m")
print(f"slip PR/2                          {P*R/2*TO_NC_PER_M:.3f} nC/m")
print(f"slip PR/4                          {P*R/4*TO_NC_PER_M:.3f} nC/m")
print(f"disk volume                        {volume:.1f} nm3")
print(f"total moment gV                    {g_e*volume:.0f} e nm2")
print("CHANGE OF ORIGIN")
print(f"shift along x, y                   {shift[0]:.1f}, {shift[1]:.1f} nm")
print(f"full disk, shifted, grid           {g_shift[2]:.4f} nC/m")
print(f"half disk, mean P_x, grid          {half_mean_P[0]:.2f} uC/cm2")
print(f"half disk, unshifted, grid         {g_half:.3f} nC/m")
print(f"half disk, shifted, grid           {g_half_shift:.3f} nC/m")
print(f"half disk, shifted, formula        {g_half_formula:.3f} nC/m")
print("NEGLECTED EFFECTS")
print(f"core loss                          {100*core_loss:.3f} %")
print(f"rim loss                           {100*(1-rim_factor):.1f} %")
print(f"four-domain loss                   {100*(1-domain_factor):.1f} %")
print(f"heating loss                       {100*heat_loss:.1f} %")
print(f"change from discrete cells         {100*cell_change:+.2f} %")
print(f"g with rim layer                   {g*rim_factor:.3f} nC/m")
print(f"g with four domains                {g*domain_factor:.3f} nC/m")
print(f"g with both                        {g*rim_factor*domain_factor:.3f} nC/m")
print(f"g with both, grid                  {g_both:.3f} nC/m")
print(f"largest four-domain rim charge     {rim_charge:.1f} uC/cm2")
print("all assertions hold")
```

Printed output:

```
INPUTS (rough values, lead zirconate titanate regime)
polarization P                     60.0 uC/cm2
radius R                           10.0 nm
thickness h                        4.0 nm
unit cell edge                     0.4 nm
core radius                        1.0 nm
unpolarized rim                    0.4 nm
pyroelectric coefficient (size)    0.03 uC/(cm2 K)
temperature rise                   50 K
IDEAL VORTEX
mean distance from axis            6.667 nm
g = PR/3                           2.000 nC/m
g = PR/3, converted                12.48 e/nm
g from grid, z component           2.0000 nC/m
slip PR/2                          3.000 nC/m
slip PR/4                          1.500 nC/m
disk volume                        1256.6 nm3
total moment gV                    15687 e nm2
CHANGE OF ORIGIN
shift along x, y                   3.0, 2.0 nm
full disk, shifted, grid           2.0000 nC/m
half disk, mean P_x, grid          -38.20 uC/cm2
half disk, unshifted, grid         2.000 nC/m
half disk, shifted, grid           1.618 nC/m
half disk, shifted, formula        1.618 nC/m
NEGLECTED EFFECTS
core loss                          0.025 %
rim loss                           11.5 %
four-domain loss                   10.0 %
heating loss                       2.5 %
change from discrete cells         +0.31 %
g with rim layer                   1.769 nC/m
g with four domains                1.801 nC/m
g with both                        1.593 nC/m
g with both, grid                  1.594 nC/m
largest four-domain rim charge     42.4 uC/cm2
all assertions hold
```
